**Source-drain tunnelling versus over-barrier leakage for a parabolic barrier**

For a ballistic subband of mass $m$ crossing an inverted parabola of frequency $\omega$ and length $L$, with top $E_b=\mu+\Phi$ and drain edge $-eV_D$, the ratio $u=\hbar\omega/2\pi kT$ equals $L_1/L$ with $L_1=\hbar\sqrt{2/m}\,[\sqrt{E_b}+\sqrt{E_b+eV_D}]/2\pi kT$. Tunnelling and over-barrier currents are equal at $u=1/2$, while at $u=1$ the current is about $\phi=\Phi/kT$ times the classical value $J_{cl}$ and $\hbar\omega/2\pi$ takes over from $kT$ in the swing. The program asserts the Kemble transmission against a transfer-matrix solution at two cut depths, and the series for the two currents, their sum $\pi u/\sin\pi u$, the peak energy, the $u=1$ and $u>1$ formulas and the logarithmic slopes against quadrature, minimization and finite differences. It also asserts the geometry, the swing formulas, the action series of a gate-screened cosh barrier and of a two-band dispersion, and agreement of the estimated lengths, currents and swings with the finite barrier within tolerances set by kink reflections. At 300 K with $\mu=0.1$ eV, $\Phi=0.3$ eV and $V_D=0.5$ V, the output gives $L_1=8.72$ nm and $19.00$ nm for masses $0.19$ and $0.04$, and equal currents at $17.42$ nm and $37.96$ nm against the estimates $17.44$ nm and $38.00$ nm. The numerical swing is $60.7$ mV/dec at $2L_1$ and $76.6$ mV/dec at $L_1$. A screened barrier with $L/\lambda=4$ moves the Fermi-level crossover to $0.903\,L_1$, and a gap of $0.75$ eV moves it to $22.76$ nm for the light mass.

## Numerical verification

```python
# Source-drain tunnelling versus over-barrier leakage for a parabolic barrier (eV, nm).
# V(x) = Eb - m w^2 (x-xs)^2/2 on 0<x<L, V(0)=0 (source edge), V(L)=-VD (drain edge).
# mu: source Fermi level, Phi = Eb-mu, phi = Phi/kT, u = hbar w/(2 pi kT), h2 = hbar^2/m.
# J = int T(E)(f_s-f_d) dE, Jcl = kT ln(1+exp(-phi)), "below" means E<Eb.
# Under test: T = 1/(1+exp(-2 pi (E-Eb)/hbar w)); J/Jcl = pi u/sin(pi u) for u<1;
# below = above at u=1/2; J = Phi/(e^phi-1) at u=1; J = kT e^(-phi/u) pi/sin(pi/u), u>1;
# u = L1/L with L1 = sqrt(2 h2)(sqrt(Eb)+sqrt(Eb+VD))/(2 pi kT); swing, shape, two-band shifts.
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

pi = np.pi
H2M0 = sc.hbar**2 / sc.m_e / sc.e * 1e18
TEMP, MU, PHI, VD, RATIO, EG = 300.0, 0.1, 0.3, 0.5, 4.0, 0.75
kT = sc.k * TEMP / sc.e
EB = MU + PHI
phi = PHI / kT
close = lambda a, b, tol: abs(a / b - 1) < tol

def transmission(E, V, L, h2, v_right, n):
    h = L / n
    q2 = 2 * (E[None, :] - V((np.arange(n) + 0.5) * h)[:, None]) / h2
    k = np.sqrt(q2 + 0j)
    c, s = np.cos(k * h).real, (h * np.sinc(k * h / pi)).real
    kl, kr = np.sqrt(2 * E / h2), np.sqrt(2 * (E - v_right) / h2)
    psi, der = np.ones_like(E) + 0j, 1j * kr
    for j in range(n - 1, -1, -1):
        psi, der = c[j] * psi - s[j] * der, q2[j] * s[j] * psi + c[j] * der
    return kr / kl / np.abs((psi + der / (1j * kl)) / 2) ** 2

# Kemble formula against the Schroedinger equation (hbar=m=w=1), parabola cut at depth D
eps = np.linspace(-2, 2, 17)
dev = {}
for D, n in ((25.0, 4000), (400.0, 20000)):
    X = np.sqrt(2 * D)
    T = transmission(D + eps, lambda x: D - (x - X) ** 2 / 2, 2 * X, 1.0, 0.0, n)
    dev[D] = np.max(np.abs(T / expit(2 * pi * eps) - 1))
    assert dev[D] < 0.75 / D          # two kinks give at most about 4|r| = 0.5/D
assert dev[25.0] > 3 * dev[400.0]

# Boltzmann tail, energies in kT measured from the top
ln_tail = lambda y, u: -y - np.logaddexp(0, -y / u)
for u in (0.2, 0.5, 0.8):
    ab = quad(lambda y: np.exp(ln_tail(y, u)), 0, 60)[0]
    be = quad(lambda y: np.exp(ln_tail(y, u)), -200, 0, points=[-30, -5], limit=300)[0]
    assert close(ab, float(u * mp.nsum(lambda n: (-1) ** int(n) / (n + u), [0, mp.inf])), 1e-7)
    assert close(be, float(u * mp.nsum(lambda n: -(-1) ** int(n) / (n - u), [1, mp.inf])), 1e-7)
    assert close(ab + be, pi * u / np.sin(pi * u), 1e-7)
    assert (abs(be / ab - 1) < 1e-7) if u == 0.5 else ((be > ab) == (u > 0.5))
    peak = minimize_scalar(lambda y: -ln_tail(y, u), bounds=(-10, 10), method="bounded",
                           options={"xatol": 1e-10}).x
    assert abs(peak - u * np.log((1 - u) / u)) < 1e-5
u_double = brentq(lambda u: pi * u / np.sin(pi * u) - 2, 0.3, 0.9)

# Fermi function times Kemble on the whole axis; y from mu in kT, p = barrier above mu
def ln_j(p, u):
    sh = p / max(1.0, u)
    f = lambda y: np.exp(sh - np.logaddexp(0, y) - np.logaddexp(0, (p - y) / u))
    return np.log(quad(f, -150, p + 60, points=[-20, 0, p / 2, p], limit=500,
                       epsabs=0, epsrel=1e-11)[0]) - sh
for p in (2.0, phi):
    assert abs(ln_j(p, 1.0) - np.log(p / np.expm1(p))) < 1e-8
for u in (1.5, 3.0):
    assert abs(ln_j(40, u) - (-40 / u + np.log(pi / np.sin(pi / u)))) < 1e-4
for u in (0.4, 0.7, 1.5, 3.0):
    assert close(-(ln_j(40.01, u) - ln_j(39.99, u)) / 0.02, 1 / max(1, u), 1e-4)
assert close((ln_j(phi, 1.001) - ln_j(phi, 0.999)) / 0.002, phi / 2, 1e-3)

hw = lambda L, h2, eb=EB, vd=VD: np.sqrt(2 * h2) * (np.sqrt(eb) + np.sqrt(eb + vd)) / L
def parabola(L, eb=EB):
    xs = L * np.sqrt(eb) / (np.sqrt(eb) + np.sqrt(eb + VD))
    return (lambda x: eb * (1 - (x / xs - 1) ** 2)), xs
C = brentq(lambda c: np.arccosh(1 + EB / c) + np.arccosh(1 + (EB + VD) / c) - RATIO, 1e-3, 10)
def screened(L, eb=EB):   # boundary-value form of the gate-screened potential
    lam, G = L / RATIO, EB + C
    V = lambda x: G - (G * np.sinh((L - x) / lam) + (G + VD) * np.sinh(x / lam)) / np.sinh(RATIO)
    return V, lam * np.arccosh(1 + EB / C)
xg = np.linspace(0, 10, 200001)
beta = brentq(lambda b: np.max((10 * b - VD / 10) * xg - b * xg**2) - EB, VD / 100, 1.0)
assert close(np.sqrt(2 * beta), hw(10.0, 1.0), 1e-7)
Vs, xs = screened(10.0)
assert abs(np.max(Vs(xg)) - EB) < 1e-8 and abs(xg[np.argmax(Vs(xg))] - xs) < 1e-3
assert close(-(Vs(xs + .01) - 2 * Vs(xs) + Vs(xs - .01)) / 1e-4, C / (10 / RATIO) ** 2, 1e-5)

def currents(L, h2, shape=parabola, eb=EB, exact=True, n=400, bulk=False):
    out = []
    for lo, hi, m in ((0, eb, 140), (eb, eb + 22 * kT, 100)):
        t, w = np.polynomial.legendre.leggauss(m)
        E = lo + (hi - lo) * (t + 1) / 2
        T = transmission(E, shape(L, eb)[0], L, h2, -VD, n) if exact \
            else expit(2 * pi * (E - eb) / hw(L, h2, eb))
        occ = (lambda z: np.logaddexp(0, z)) if bulk else expit
        out.append(np.sum(w * T * (occ((MU - E) / kT) - occ((MU - VD - E) / kT))) * (hi - lo) / 2)
    return np.array(out)
def swing(L, h2, exact):
    d = 2e-3
    a, b = (currents(L, h2, eb=EB + s * d, exact=exact).sum() for s in (-1, 1))
    return 1e3 * 2 * d / np.log10(a / b)
def action(shape, L, h2, E, gap=np.inf):
    V, x0 = shape(L)
    a, b = brentq(lambda x: V(x) - E, 0, x0), brentq(lambda x: V(x) - E, x0, L)
    f = lambda x: np.sqrt(max(2 * (V(x) - E) * (1 - (V(x) - E) / gap) / h2, 0))
    return 2 * quad(f, a, b, limit=200, epsabs=0, epsrel=1e-9)[0]
def equal_length(h2, shape, guess):
    def f(L):
        b, a = currents(L, h2, shape)
        return np.log(b / a)
    return brentq(f, 0.7 * guess, 1.3 * guess, xtol=1e-4)

Jcl = kT * np.log1p(np.exp(-phi))
g = 1 / (2 * np.sqrt(EB * (EB + VD)))
S0 = 1e3 * np.log(10) * kT
S_half = 1e3 * np.log(10) / (1 / kT - g)
S_one = 1e3 * np.log(10) / ((1 - 1 / phi) / kT - g * phi / 2)
gam = PHI / EG
print(f"T = {TEMP:.0f} K, mu = {MU} eV, Phi = {PHI} eV, Eb = {EB:.1f} eV, VD = {VD} V")
print(f"kT = {kT:.5f} eV, phi = {phi:.3f}, hbar^2/m0 = {H2M0:.5f} eV nm^2")
print(f"sqrt(Eb)+sqrt(Eb+VD) = {np.sqrt(EB)+np.sqrt(EB+VD):.4f} eV^1/2, g = {g:.4f} 1/eV")
print(f"hbar w at u=1: {2*pi*kT:.4f} eV; at u=1/2: {pi*kT:.4f} eV")
print(f"max dev from Kemble: depth 25 hw {dev[25.0]:.2e}, depth 400 hw {dev[400.0]:.2e}")
print(f"kink |r| at u=1: E=Eb {2*pi*kT/(8*EB):.3f}, E=mu {2*pi*kT*np.sqrt(EB/MU)/(8*MU):.3f}")
print(f"classical current (2e/h) Jcl = {2*sc.e**2/sc.h*Jcl*1e12:.2f} pA per subband")
print(f"u where J = 2 Jcl: {u_double:.4f}")
print(f"formula u=1/2: J/Jcl = {pi/2:.4f}; u=1: J/Jcl = {PHI/np.expm1(phi)/Jcl:.3f}")
print(f"formula u=1: below/above = {(phi-np.log(2))/np.log(2):.2f}")
print(f"swing: kT ln10 {S0:.2f}, u=1/2 {S_half:.2f}, u=1 {S_one:.2f} mV/dec")
print(f"u=1 swing at fixed w = {S0/(1-1/phi):.2f} mV/dec")
print(f"screened barrier: L/lambda = {RATIO:.0f}, C = {C:.4f} eV")
print(f"mass scaling sqrt(0.19/0.04) = {np.sqrt(0.19/0.04):.4f}")
for mass in (0.19, 0.04):
    h2 = H2M0 / mass
    L1 = hw(1.0, h2) / (2 * pi * kT)
    for bulk in (False, True):
        b, a = currents(2 * L1, h2, exact=False, bulk=bulk)
        assert close(b, a, 1e-3)
    b, a = currents(L1, h2, exact=False)
    assert close(b / a, (phi - np.log(2)) / np.log(2), 5e-3)   # source band edge cuts 0.2 %
    assert close(swing(2 * L1, h2, False), S_half, 1e-3)
    assert close(swing(L1, h2, False), S_one, 5e-3)
    assert close(action(parabola, L1, h2, MU), phi, 1e-6)
    # truncated barrier solved exactly; tolerances set by the kink reflections
    jh, j1 = currents(2 * L1, h2), currents(L1, h2)
    assert close(j1.sum(), currents(L1, h2, n=800).sum(), 1e-3)
    assert close(jh.sum() / Jcl, pi / 2, 0.08) and close(j1.sum() / Jcl, phi, 0.3)
    Leq = equal_length(h2, parabola, 2 * L1)
    Lphi = brentq(lambda L: np.log(currents(L, h2).sum() / (phi * Jcl)), .7 * L1, 1.3 * L1, xtol=1e-4)
    assert close(Leq, 2 * L1, 0.05) and close(Lphi, L1, 0.06)
    sh, s1 = swing(2 * L1, h2, True), swing(L1, h2, True)
    assert close(sh, S_half, 0.06) and close(s1, S_one, 0.06) and s1 > 1.1 * sh
    # screened shape
    L1c = RATIO * np.sqrt(C * h2) / (2 * pi * kT)
    assert close(action(screened, L1c, h2, EB - 0.1 * C), 0.1 * C / kT * (1 - 0.1 / 16), 3e-4)
    LFc = L1c * phi / action(screened, L1c, h2, MU)
    Leqc = equal_length(h2, screened, 2 * L1c)
    jc = currents(LFc, h2, screened).sum() / Jcl
    assert L1c < LFc < L1 and Leqc < Leq and close(Leqc, 2 * L1c, 0.07) and 0.7 < jc / phi < 1.5
    print(f"--- m = {mass} m0: hbar w L = {hw(1.0, h2):.4f} eV nm")
    print(f"L1 (u=1) = {L1:.2f} nm, L_1/2 = {2*L1:.2f} nm, J=2Jcl at {L1/u_double:.2f} nm")
    print(f"L1 with VD=0: {hw(1.0, h2, vd=0.0)/(2*pi*kT):.2f} nm")
    print(f"exact: below=above at {Leq:.2f} nm; J=phi Jcl at {Lphi:.2f} nm")
    print(f"exact at L_1/2: J/Jcl {jh.sum()/Jcl:.3f}, below/above {jh[0]/jh[1]:.3f}, S {sh:.1f} mV/dec")
    print(f"exact at L1: J/Jcl {j1.sum()/Jcl:.2f}, below/above {j1[0]/j1[1]:.2f}, S {s1:.1f} mV/dec")
    print(f"screened: u=1 at {L1c:.2f} nm (x{L1c/L1:.3f}), action=phi at {LFc:.2f} nm (x{LFc/L1:.3f})")
    print(f"screened: u=1/2 at {2*L1c:.2f} nm, exact below=above at {Leqc:.2f} nm")
    print(f"screened: exact J/Jcl at action=phi length {jc:.2f}")
fac = action(parabola, L1, h2, MU, EG) / phi
series = 1 - 3 * gam / 8 - 5 * gam**2 / 64
assert abs(fac - series) < 4e-3      # next term is 35 gam^3/1024
print(f"two-band, m=0.04: Eg = {EG} eV, gamma = {gam:.2f}, Eb+VD = {EB+VD:.1f} eV")
print(f"action factor {fac:.4f} (series {series:.4f}); action=phi at {L1/fac:.2f} nm")
print("tests ok")
```

Running it gives:

```
T = 300 K, mu = 0.1 eV, Phi = 0.3 eV, Eb = 0.4 eV, VD = 0.5 V
kT = 0.02585 eV, phi = 11.605, hbar^2/m0 = 0.07620 eV nm^2
sqrt(Eb)+sqrt(Eb+VD) = 1.5811 eV^1/2, g = 0.8333 1/eV
hbar w at u=1: 0.1624 eV; at u=1/2: 0.0812 eV
max dev from Kemble: depth 25 hw 2.06e-02, depth 400 hw 1.25e-03
kink |r| at u=1: E=Eb 0.051, E=mu 0.406
classical current (2e/h) Jcl = 18.28 pA per subband
u where J = 2 Jcl: 0.6034
formula u=1/2: J/Jcl = 1.5708; u=1: J/Jcl = 11.605
formula u=1: below/above = 15.74
swing: kT ln10 59.53, u=1/2 60.84, u=1 75.46 mV/dec
u=1 swing at fixed w = 65.14 mV/dec
screened barrier: L/lambda = 4, C = 0.2210 eV
mass scaling sqrt(0.19/0.04) = 2.1794
--- m = 0.19 m0: hbar w L = 1.4161 eV nm
L1 (u=1) = 8.72 nm, L_1/2 = 17.44 nm, J=2Jcl at 14.45 nm
L1 with VD=0: 6.97 nm
exact: below=above at 17.42 nm; J=phi Jcl at 8.84 nm
exact at L_1/2: J/Jcl 1.556, below/above 0.997, S 60.7 mV/dec
exact at L1: J/Jcl 12.74, below/above 16.83, S 76.6 mV/dec
screened: u=1 at 7.33 nm (x0.841), action=phi at 7.87 nm (x0.903)
screened: u=1/2 at 14.66 nm, exact below=above at 14.95 nm
screened: exact J/Jcl at action=phi length 10.94
--- m = 0.04 m0: hbar w L = 3.0863 eV nm
L1 (u=1) = 19.00 nm, L_1/2 = 38.00 nm, J=2Jcl at 31.49 nm
L1 with VD=0: 15.20 nm
exact: below=above at 37.96 nm; J=phi Jcl at 19.27 nm
exact at L_1/2: J/Jcl 1.556, below/above 0.997, S 60.7 mV/dec
exact at L1: J/Jcl 12.74, below/above 16.83, S 76.6 mV/dec
screened: u=1 at 15.98 nm (x0.841), action=phi at 17.16 nm (x0.903)
screened: u=1/2 at 31.96 nm, exact below=above at 32.59 nm
screened: exact J/Jcl at action=phi length 10.94
two-band, m=0.04: Eg = 0.75 eV, gamma = 0.40, Eb+VD = 0.9 eV
action factor 0.8346 (series 0.8375); action=phi at 22.76 nm
tests ok
```
